# Type-I and type-II flexoelectric tensors and their cubic form: a program that tests the result

```python
"""
Result under test: the linear relations between two flexoelectric tensors,
  P_a = I[a,b,g,l] * d2u_b/dr_g dr_l        (type I, symmetric in g,l)
  P_a = II[a,l,b,g] * d(strain_bg)/dr_l     (type II, symmetric in b,g)
namely
  I[a,b,g,l]  = (II[a,l,b,g] + II[a,g,b,l]) / 2
  II[a,l,b,g] = I[a,b,g,l] + I[a,g,l,b] - I[a,l,b,g]
and the number of independent components in each cubic point group.
P: polarization, u: displacement. Lengths in angstrom, charge in units of e.
Model crystal: each site has dipole M . sum_j g(r_j) r_j/|r_j| over its
neighbours, with g(r) = g0 exp(-(r-a)/rho) and M a site response matrix.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants

a, g0, rho = 4.0, 0.1, 2.0        # angstrom, e*angstrom, angstrom


def bond_dipole(r):
    return g0 * np.exp(-(r - a) / rho)


def polarization(crystal, displacement):
    """Dipole per volume at the origin site of the deformed crystal."""
    neighbours, volume, response = crystal
    origin_shift = displacement(np.zeros((1, 3)))
    r = neighbours + displacement(neighbours) - origin_shift
    length = np.linalg.norm(r, axis=1)
    return response @ (bond_dipole(length) / length @ r) / volume


def linear_response(crystal, field, amplitude):
    plus = polarization(crystal, lambda r: amplitude * field(r))
    minus = polarization(crystal, lambda r: -amplitude * field(r))
    return (plus - minus) / (2 * amplitude)


def wave_response(crystal, direction, q):
    return linear_response(
        crystal, lambda r: np.outer(np.cos(r @ q), direction), 1.0)


def type_one_from_waves(crystal, k=1e-3):
    """Second-order coefficient in wavevector of the response to waves."""
    tensor = np.zeros((3,) * 4)
    e = np.eye(3)
    for b, g, l in itertools.product(range(3), repeat=3):
        difference = (wave_response(crystal, e[b], k * (e[g] + e[l]))
                      - wave_response(crystal, e[b], k * (e[g] - e[l])))
        tensor[:, b, g, l] = -difference / (4 * k**2)
    return tensor


def strain_gradient(eta):
    """Definition of strain differentiated; eta[b,g,l] = d2u_b/dr_g dr_l."""
    return 0.5 * (eta + eta.transpose(1, 0, 2))


eta_basis = []
for b in range(3):
    for g, l in itertools.combinations_with_replacement(range(3), 2):
        eta = np.zeros((3, 3, 3))
        eta[b, g, l] = eta[b, l, g] = 1.0
        eta_basis.append(eta)
eta_basis = np.array(eta_basis)
definition_matrix = np.array(
    [strain_gradient(eta).ravel() for eta in eta_basis]).T
map_rank = np.linalg.matrix_rank(definition_matrix)
assert map_rank == len(eta_basis) == 18


def type_two_from_strain_gradients(crystal):
    """Impose one strain gradient at a time, solving for its displacement."""
    tensor = np.zeros((3,) * 4)
    for l, b, g in itertools.product(range(3), repeat=3):
        target = np.zeros((3, 3, 3))
        target[b, g, l] = target[g, b, l] = 1.0
        weights = np.linalg.lstsq(
            definition_matrix, target.ravel(), rcond=None)[0]
        assert np.allclose(definition_matrix @ weights, target.ravel())
        eta = np.tensordot(weights, eta_basis, axes=1)
        response = linear_response(
            crystal,
            lambda r: 0.5 * np.einsum('bgl,ng,nl->nb', eta, r, r), 1e-6)
        tensor[:, l, b, g] = response / (1 if b == g else 2)
    return tensor


def two_from_one(one):
    return (np.einsum('abgl->albg', one) + np.einsum('aglb->albg', one) - one)


def one_from_two(two):
    return 0.5 * (np.einsum('albg->abgl', two) + np.einsum('agbl->abgl', two))


def relative_error(x, y):
    return np.max(np.abs(x - y)) / np.max(np.abs(y))


# Inversion of the strain-gradient definition for arbitrary displacement
xyz = sp.symbols('x y z')
u = [sp.Function('u%d' % i)(*xyz) for i in range(3)]


def strain(i, j):
    return (sp.diff(u[i], xyz[j]) + sp.diff(u[j], xyz[i])) / 2


for b, g, l in itertools.product(range(3), repeat=3):
    combination = (sp.diff(strain(b, g), xyz[l])
                   + sp.diff(strain(b, l), xyz[g])
                   - sp.diff(strain(g, l), xyz[b]))
    assert sp.expand(combination - sp.diff(u[b], xyz[g], xyz[l])) == 0

# General relations on a triclinic crystal with anisotropic site response
v = np.array([[4.0, 0.3, -0.2], [0.7, 4.4, 0.5], [-0.6, 0.4, 3.7]])
half = np.vstack([v, v[0] - v[1], v[1] + v[2], v[0] + v[2]])
site_response = np.array([[1.0, 0.3, -0.2], [0.1, 0.8, 0.4], [0.5, -0.3, 1.2]])
triclinic = (np.vstack([half, -half]), abs(np.linalg.det(v)), site_response)
tri_one = type_one_from_waves(triclinic)
tri_two = type_two_from_strain_gradients(triclinic)
tri_error_two = relative_error(two_from_one(tri_one), tri_two)
tri_error_one = relative_error(one_from_two(tri_two), tri_one)
assert tri_error_two < 2e-4 and tri_error_one < 2e-4   # finite wavevector
assert relative_error(tri_one, tri_two) > 0.1          # tensors do differ

# Count invariant tensors, symmetric in the last pair, for cubic groups
groups = {name: [] for name in ('23', 'm-3', '432', '-43m', 'm-3m')}
for perm in itertools.permutations(range(3)):
    permutation = np.eye(3)[list(perm)]
    even = np.linalg.det(permutation) > 0
    for signs in itertools.product((1, -1), repeat=3):
        operation = np.diag(signs) @ permutation
        groups['m-3m'].append(operation)
        if even:
            groups['m-3'].append(operation)
        if np.prod(signs) > 0:
            groups['-43m'].append(operation)
            if even:
                groups['23'].append(operation)
        if np.linalg.det(operation) > 0:
            groups['432'].append(operation)


def fourfold_product(operation):
    pair = np.kron(operation, operation)
    return np.kron(pair, pair)


swap = np.eye(9).reshape(3, 3, 3, 3).transpose(1, 0, 2, 3).reshape(9, 9)
pair_symmetrizer = np.kron(np.eye(9), 0.5 * (np.eye(9) + swap))
counts, projectors = {}, {}
for name, operations in groups.items():
    projector = sum(fourfold_product(o) for o in operations) / len(operations)
    projector = projector @ pair_symmetrizer
    assert np.allclose(projector @ projector, projector)
    projectors[name] = projector
    counts[name] = np.linalg.matrix_rank(projector, tol=1e-8)
assert all(counts[n] == 3 for n in ('432', '-43m', 'm-3m'))
assert all(counts[n] == 5 for n in ('23', 'm-3'))


def cubic_tensor(c1111, c1122, c1212):
    tensor = np.zeros((3,) * 4)
    for i, j in itertools.product(range(3), repeat=2):
        if i == j:
            tensor[i, i, i, i] = c1111
        else:
            tensor[i, i, j, j] = c1122
            tensor[i, j, i, j] = tensor[i, j, j, i] = c1212
    return tensor


cubic_basis = np.array([cubic_tensor(*row).ravel() for row in np.eye(3)]).T
for name in ('432', '-43m', 'm-3m'):
    assert np.allclose(projectors[name] @ cubic_basis, cubic_basis)

# Isotropy: invariance under a rotation that is not a cubic operation
c, s = np.cos(0.4), np.sin(0.4)
rotation = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])
change = fourfold_product(rotation) @ cubic_basis - cubic_basis
isotropic_count = 3 - np.linalg.matrix_rank(change, tol=1e-8)
assert isotropic_count == 2
assert np.allclose(change @ np.array([1, 1, 0]), 0)   # L = T
assert np.allclose(change @ np.array([2, 0, 1]), 0)   # L = 2 S

# Worked cubic crystal: first and second neighbours
grid = np.array(list(itertools.product((-1, 0, 1), repeat=3)))
shell = np.sum(grid**2, axis=1)
neighbours = a * grid[(shell == 1) | (shell == 2)]
cubic = (neighbours, a**3, np.eye(3))
one = type_one_from_waves(cubic)
two = type_two_from_strain_gradients(cubic)

R1, R2 = a, np.sqrt(2) * a
t1, t2 = bond_dipole(R1) / R1, bond_dipole(R2) / R2
l1, l2 = -bond_dipole(R1) / rho, -bond_dipole(R2) / rho
I1111 = (l1 + 2 * (t2 + l2)) / a
I1122 = (t1 + 3 * t2 + l2) / a
I1212 = (l2 - t2) / a
assert relative_error(one, cubic_tensor(I1111, I1122, I1212)) < 1e-4
L, T, S = two[0, 0, 0, 0], two[0, 0, 1, 1], two[0, 1, 0, 1]
assert relative_error(two, cubic_tensor(L, T, S)) < 1e-7
assert np.allclose([L, T, S], [I1111, 2 * I1212 - I1122, I1122],
                   rtol=0, atol=1e-8)
assert np.isclose(I1212, (T + S) / 2, rtol=0, atol=1e-8)
nonzero = np.count_nonzero(np.abs(two) > 1e-6)
assert nonzero == 21

# Waves along [110], projected on their own polarization direction
n = np.array([1, 1, 0]) / np.sqrt(2)
m = np.array([1, -1, 0]) / np.sqrt(2)
k = 1e-3
wave_long = -wave_response(cubic, n, k * n) @ n / k**2
wave_trans = -wave_response(cubic, m, k * n) @ m / k**2
assert abs(wave_long - (L + T + 2 * S) / 2) < 1e-6
assert abs(wave_trans - (L - T) / 2) < 1e-6

# Bending field with a single strain gradient, d(strain_11)/dr_3 = G
G = 1e-6


def bending(r):
    return np.column_stack(
        [r[:, 0] * r[:, 2], 0 * r[:, 0], -0.5 * r[:, 0]**2])


P_bend = G * linear_response(cubic, bending, G)
term_a, term_b = 2 * I1212 * G, -I1122 * G
assert np.allclose(P_bend, [0, 0, T * G], rtol=0, atol=1e-13)
assert abs(P_bend[2] - term_a - term_b) < 1e-13

statC_per_cm = constants.e * constants.c * 10 / 1e-8   # one e/angstrom

print("independent second gradients / strain gradients:", map_rank)
for name in groups:
    print(f"class {name}: order {len(groups[name])}, "
          f"independent components {counts[name]}")
print("isotropic medium, independent components:", isotropic_count)
print("nonzero entries of cubic type-II tensor:", nonzero)
print(f"triclinic test, type II from I, relative error: {tri_error_two:.1e}")
print(f"triclinic test, type I from II, relative error: {tri_error_one:.1e}")
print(f"lattice constant a = {a:.1f} angstrom")
print(f"bond dipole g0 = {g0:.2f} e*angstrom")
print(f"decay length rho = {rho:.1f} angstrom")
print(f"neighbours per site: {len(neighbours)}")
print(f"second-neighbour distance = {R2:.4f} angstrom")
print(f"t1 = {t1:.6f} e")
print(f"l1 = {l1:.6f} e")
print(f"t2 = {t2:.6f} e")
print(f"l2 = {l2:.6f} e")
print(f"type I 11,11: formula {I1111:.6f}, waves {one[0,0,0,0]:.5f} e/angstrom")
print(f"type I 11,22: formula {I1122:.6f}, waves {one[0,0,1,1]:.5f} e/angstrom")
print(f"type I 12,12: formula {I1212:.6f}, waves {one[0,1,0,1]:.5f} e/angstrom")
for label, value in (("L = 11,11", L), ("T = 11,22", T), ("S = 12,12", S)):
    print(f"type II {label}: {value:.6f} e/angstrom "
          f"= {value * statC_per_cm:.4e} statC/cm")
print(f"anisotropy L-T-2S = {L - T - 2*S:.6f} e/angstrom")
print(f"[110] longitudinal wave: {wave_long:.5f} e/angstrom")
print(f"  (L+T+2S)/2 = {(L + T + 2*S)/2:.5f} e/angstrom")
print(f"[110] wave polarized along [1-10]: {wave_trans:.5f} e/angstrom")
print(f"  (L-T)/2 = {(L - T)/2:.5f} e/angstrom")
print(f"bending strain gradient G = {G:.1e} 1/angstrom")
print(f"type-I term 2*I(12,12)*G = {term_a:.4e} e/angstrom^2")
print(f"type-I term -I(11,22)*G = {term_b:.4e} e/angstrom^2")
print(f"bending polarization P3, direct = {P_bend[2]:.4e} e/angstrom^2")
print(f"type-II result T*G = {T * G:.4e} e/angstrom^2")
print("finished without a failed check")
```

Output:

```
independent second gradients / strain gradients: 18
class 23: order 12, independent components 5
class m-3: order 24, independent components 5
class 432: order 24, independent components 3
class -43m: order 24, independent components 3
class m-3m: order 48, independent components 3
isotropic medium, independent components: 2
nonzero entries of cubic type-II tensor: 21
triclinic test, type II from I, relative error: 5.7e-06
triclinic test, type I from II, relative error: 6.5e-06
lattice constant a = 4.0 angstrom
bond dipole g0 = 0.10 e*angstrom
decay length rho = 2.0 angstrom
neighbours per site: 18
second-neighbour distance = 5.6569 angstrom
t1 = 0.025000 e
l1 = -0.050000 e
t2 = 0.007720 e
l2 = -0.021837 e
type I 11,11: formula -0.019558, waves -0.01956 e/angstrom
type I 11,22: formula 0.006581, waves 0.00658 e/angstrom
type I 12,12: formula -0.007389, waves -0.00739 e/angstrom
type II L = 11,11: -0.019558 e/angstrom = -9.3942e-04 statC/cm
type II T = 11,22: -0.021360 e/angstrom = -1.0260e-03 statC/cm
type II S = 12,12: 0.006581 e/angstrom = 3.1611e-04 statC/cm
anisotropy L-T-2S = -0.011361 e/angstrom
[110] longitudinal wave: -0.01388 e/angstrom
  (L+T+2S)/2 = -0.01388 e/angstrom
[110] wave polarized along [1-10]: 0.00090 e/angstrom
  (L-T)/2 = 0.00090 e/angstrom
bending strain gradient G = 1.0e-06 1/angstrom
type-I term 2*I(12,12)*G = -1.4779e-08 e/angstrom^2
type-I term -I(11,22)*G = -6.5812e-09 e/angstrom^2
bending polarization P3, direct = -2.1360e-08 e/angstrom^2
type-II result T*G = -2.1360e-08 e/angstrom^2
finished without a failed check
```
